# Detecting Wrapping Islands with Displacement-Storing Union-Find

## Definitions and conventions

An fcc(111) terrace is represented by a triangular lattice. A site has integer coordinates $(x,y)$ and lies at $x\mathbf a_1+y\mathbf a_2$, where the two primitive vectors have equal length and enclose $60^\circ$. The six neighbour steps are
$$\mathbf s\in\{\pm(1,0),\ \pm(0,1),\ \pm(1,-1)\}.$$
The simulation cell has $S=L^2$ sites and periodic boundaries: $(x,y)$, $(x+L,y)$ and $(x,y+L)$ are the same site. Coordinates not reduced modulo $L$ are called unwrapped. All displacements are pairs of integers in lattice steps.

An island is a set of frozen atoms connected by neighbour bonds. Atoms are frozen one at a time and never leave. This covers irreversible growth and coalescence; ripening, in which atoms detach, is taken up later.

An island **wraps** if a closed walk along its bonds has a nonzero total unwrapped displacement. The walk returns to the same site of the cell, so this displacement has the form $L(m,n)$ with integers $m,n$, its winding. Equivalently, in the infinite plane tiled by copies of the cell, an atom of the island is connected to one of its own periodic copies. Wrapping is the periodic cell's sign of a film that continues without end in some direction. It need not mean that different islands have joined: in a small cell, a single island can wrap by meeting its own copies. The cell should therefore be much wider than the island spacing.

## What simpler criteria miss

**Extent.** One could declare an island wrapping when it touches every column of the cell. The condition is necessary for a winding with $m\ne0$, because a step changes $x$ by at most one, so no column can be skipped. It is not sufficient. For $L=5$ take the chain
$$(0,0),(1,0),(2,0),(2,1),(2,2),(3,2),(4,2).$$
It touches all five columns, but its last site has the neighbours $(0,2)$ and $(0,1)$ across the boundary, not $(0,0)$. The ends do not meet, and nothing wraps.

**Labels.** Ordinary union-find gives each island a tree of parent pointers. Two atoms belong to the same island if their pointers lead to the same root. A bond between atoms of one island then closes a loop, but the labels do not say which kind. Six atoms around an empty site close a loop, and so does a straight row running through the boundary. Only the second wraps.

The missing information is the displacement along the loop. Each site $i$ therefore stores, besides its parent $p(i)$, the offset
$$\boldsymbol\delta(i)=\mathbf X(i)-\mathbf X(p(i)),$$
where $\mathbf X$ is an unwrapped position. Summing offsets up the tree gives the position relative to the root $r$,
$$\mathbf u(i)=\boldsymbol\delta(i)+\boldsymbol\delta(p(i))+\dots=\mathbf X(i)-\mathbf X(r),\qquad \mathbf u(r)=0 .$$

**Comparing $\mathbf u(i)$ with $\mathbf u(j)$.** These differ even for two neighbours in a small island, since they belong to different sites. What must be compared is the position of one site reached in two ways. Let a bond lead from $i$ to $j$ by the step $\mathbf s$. Through $i$, site $j$ lies at $\mathbf u(i)+\mathbf s$; through its own pointers it lies at $\mathbf u(j)$. The mismatch is
$$\boxed{\ \mathbf w=\mathbf u(i)+\mathbf s-\mathbf u(j)\ }$$
and the inconsistency that signals wrapping is $\mathbf w\neq0$.

Two loops for $L=5$ show the difference. For the row, the closing bond starts at $\mathbf u(i)=(4,0)$, steps by $(1,0)$ and ends on the root, so
$$\mathbf w=(4,0)+(1,0)-(0,0)=(5,0)=5\,(1,0).$$
For the six-atom ring, the last bond gives
$$\mathbf w=(-1,1)+(1,-1)-(0,0)=(0,0).$$

**Reconstructing the step.** The step must be the one actually taken, not the shortest periodic distance between the two sites. For $L=2$, sites $(0,0)$ and $(1,0)$ are joined by two bonds, $+(1,0)$ and $-(1,0)$. The first joins the trees and sets $\mathbf u(j)=(1,0)$. The second gives $\mathbf w=(0,0)-(1,0)-(1,0)=(-2,0)$: the pair wraps. A rule that assigns $+(1,0)$ to both bonds finds $\mathbf w=0$ and misses it. Looping over the six steps, and not over a list of distinct neighbours, avoids this.

## Joining two trees

If $i$ and $j$ have different roots $r_i,r_j$, the bond brings two islands together. Nothing can be inconsistent yet, because their relative position was free. The bond fixes it through $\mathbf X(j)=\mathbf X(i)+\mathbf s$. Inserting $\mathbf X(i)=\mathbf X(r_i)+\mathbf u(i)$ and the same relation for $j$,
$$\mathbf X(r_j)+\mathbf u(j)=\mathbf X(r_i)+\mathbf u(i)+\mathbf s
\;\Rightarrow\;
\mathbf X(r_j)-\mathbf X(r_i)=\mathbf w .$$
The same expression thus serves two purposes. If $r_j$ is hung under $r_i$, one stores $\boldsymbol\delta(r_j)=\mathbf w$; if $r_i$ is hung under $r_j$, one stores $\boldsymbol\delta(r_i)=-\mathbf w$. In the first case the new position of $j$ is $\mathbf u(j)+\mathbf w=\mathbf u(i)+\mathbf s$, so the joining bond has zero mismatch afterwards, as it should.

Long pointer chains would make the search slow. Two measures prevent this.

- The smaller tree is hung under the larger. A site moves one level deeper only when its tree at least doubles in size, so its depth cannot exceed $\log_2 S$.
- After a search, every site on the path is pointed directly at the root, and its offset is replaced by the sum of the offsets above and including its own. This sum is $\mathbf u$, so positions do not change.

The sums are formed from the root downwards: the site nearest the root already has the correct offset, and each lower site adds its own to the total.

For cells filled in random order, a search followed on average 0.89 pointers at $L=32$ and 0.92 at $L=128$. The longest paths were 4 and 5, against bounds of 10 and 14. Sixteen times as many sites hardly changed the cost per search.

## Why the mismatch is sufficient and necessary

Parent pointers need not be bonds, so the proof must refer to the bonds themselves. Those that joined different roots form a spanning tree of the island: each reduced the number of pieces by one, and none closed a loop. On these bonds $\mathbf w=0$. Every other bond closed a loop when it was added.

The mismatch of a loop-closing bond does not change later. When its tree is hung under another root, $\mathbf u(i)$ and $\mathbf u(j)$ shift by the same vector, which cancels in $\mathbf w$. Traversing the bond backwards gives $\mathbf u(j)-\mathbf s-\mathbf u(i)=-\mathbf w$.

Now take any closed walk $i_0,i_1,\dots,i_n=i_0$ on the island, with steps $\mathbf s_k$. Solving the definition of the mismatch for the step,
$$\mathbf s_k=\mathbf u(i_k)-\mathbf u(i_{k-1})+\mathbf w_k .$$
In the sum over $k$ the positions telescope to $\mathbf u(i_n)-\mathbf u(i_0)=0$, leaving
$$L(m,n)=\sum_k\mathbf s_k=\sum_k\mathbf w_k .$$
If all mismatches vanish, no closed walk winds. Conversely, suppose one bond has $\mathbf w\ne0$. Walk from $j$ to $i$ along the spanning tree, a displacement $\mathbf u(i)-\mathbf u(j)$, and then across the bond. The total is $\mathbf u(i)-\mathbf u(j)+\mathbf s=\mathbf w$, so this closed walk winds. An island wraps if and only if one of its loop-closing bonds has had $\mathbf w\neq0$.

As long as all mismatches vanish, $\mathbf u$ also gives the island's true shape in the plane, and its centre and radius can be computed from it. Once the island wraps, $\mathbf u$ depends on which bonds joined the trees, and such sizes lose their meaning.

## Remembering more than a flag

A winding found in one island must survive when that island is absorbed by another, because its loop-closing bond will not be examined again. A flag combined by "or" is enough to answer whether an island wraps. It cannot distinguish a stripe, which closes in one direction, from a network, which closes in two.

The sum above shows what to keep: the windings $\mathbf w/L$ generate the group $G$ of all windings of the island. When two islands merge, the new group is $G_1+G_2$. It can be stored as two rows $(a,b)$ and $(0,d)$. To add a vector $(x,y)$, apply Euclid's algorithm to the first components: while $x\ne0$, let $q$ be the integer part of $a/x$ and replace
$$(a,b)\to(x,y),\qquad (x,y)\to(a-qx,\;b-qy).$$
Each replacement can be undone with integers, so the generated group is unchanged. At the end $x=0$; the remaining $(0,y)$ is combined with $(0,d)$ by $d\to\gcd(d,|y|)$, and $b$ may be reduced modulo $d$ if $d\neq0$. The number of nonzero rows is the rank: 0 for a finite island, 1 for a stripe, 2 for a network.

For example, $(1,1)$ and $(1,-1)$ give the rows $(1,1)$ and $(0,2)$. This has rank 2 but contains only half of all integer pairs. Such groups can occur when bonds are allowed to cross.

On the triangular lattice bonds do not cross, and the rank says everything except the direction of a stripe:

- A simple loop cannot have winding $k\mathbf g$ with integer $k>1$. Its lift to the plane is an infinite curve $C$. The copy $C+\mathbf g$, shifted by $L\mathbf g$ in lattice steps, cannot cross $C$. If it coincided with $C$, the loop would retrace itself. If it lay to the left of $C$, then $C+2\mathbf g$ would lie left of $C+\mathbf g$, and so on up to $C+k\mathbf g=C$, a contradiction; the same holds on the right. Closed walks split into simple loops and retraced bonds, so a group of rank 1 is generated by one vector without a common divisor.
- Loops with non-parallel windings must meet, since their lifts follow non-parallel straight lines within a bounded distance. If an island has rank 2, no winding loop therefore fits into the gaps between its bonds. As the island is connected, each gap is a disc. Any closed curve on the cell can be pushed to the edges of these discs, that is, onto bonds, without changing its winding. Hence $G$ contains every integer pair.

## A test that does not use offsets

Wrapping can be checked from its definition by tiling $K\times K$ copies of the cell into a larger periodic cell and finding connected pieces there. A walk with winding $\mathbf g$ connects a copy to the one displaced by $\mathbf g$, modulo $K$. The copies of one atom therefore fall into
$$N_{\rm pieces}=\frac{K^2}{|G\bmod K|}$$
separate pieces. With $K=3$ the triangular lattice gives 9 pieces for rank 0, 3 for rank 1 and 1 for rank 2.

This count agreed with the stored rank for every island in all 512 fillings of the $3\times3$ cell and in 320 random fillings of cells from $L=1$ to 8. With $K=4$, the count also agreed with $K^2/|G\bmod K|$, computed from the stored group, for 300 random graphs with long and crossing bonds. In those graphs 815 sites belonged to clusters of rank 2 whose group was not the full set of integer pairs, so the more general bookkeeping was exercised.

## Islands and trenches

The vacant sites, connected by the same neighbour rule, form clusters with ranks of their own. Let $R_{\rm isl}$ and $R_{\rm vac}$ be the highest ranks among islands and vacancy clusters. Then
$$R_{\rm isl}+R_{\rm vac}=2 .$$

To see this, draw a segment through each triangle that has both occupied and vacant corners, separating the two kinds. The segments join into closed curves. Successive triangles along a curve share an edge with one occupied and one vacant end, and the next corner is bonded to the end of its own kind. A connected chain of atoms therefore runs along one side, and a connected chain of vacancies along the other.

If some curve winds, both chains wind with it, and both ranks are at least 1. Neither can be 2, because a network would have to cross the other kind's loop, which is impossible without a shared site. Both are 1. If no curve winds, each bounds a disc. The region outside the outermost discs is of one kind, and a path across the cell can be led around each disc along the chain beside it. That kind has rank 2. The other is confined to discs and has rank 0.

The relation fixes an exact property of any filling order. Let the first network appear at atom $k_2$, and fill the same sites in reverse. After $m$ atoms the reversed film occupies the vacancies of the first $S-m$ atoms of the forward film. It wraps if $R_{\rm vac}\ge1$, hence if $R_{\rm isl}\le1$, hence if $S-m<k_2$. The smallest such $m$ is
$$k_1^{\rm rev}=S+1-k_2 .$$
Physically, the atom that completes the island network also cuts the last vacancy trench that crosses the cell. The identity held in each of 12 random fillings at $L=64$ and in each of the six grown films described below.

For random filling, both orders are equally likely, so the mean coverages at first wrap and at the network must add up to $1+1/S$. The samples gave $0.481\pm0.005$ and $0.499\pm0.005$ ML, where ML means monolayer and the errors are standard errors. Their sum, 0.980, is low by 0.020, at least about two standard errors. Since the identity held for every filling, this is a sampling deviation of twelve fillings, not a failure of the detection. About 900 fillings give 0.490 and 0.509 ML, each about 0.01 ML higher and placed symmetrically about one half.

## A growing film

In the growth model, atoms land at random and hop on the bare terrace. Two that meet freeze as a nucleus, and later atoms freeze where they touch an island. Atoms landing on covered sites remain in the second layer. The parameters are rough values in the regime of Rh on Rh(111): terrace barrier 0.16 eV, total hop prefactor $10^{13}\ \mathrm{s^{-1}}$, flux $F=0.01$ ML/s, cubic lattice constant 0.38 nm. At 80 K, $k_BT=6.894$ meV, and the hop rate is
$$h=10^{13}\,e^{-0.16/0.006894}\ \mathrm{s^{-1}}\approx 833\ \mathrm{s^{-1}},\qquad h/F\approx8.3\times10^4 .$$
The cell with $L=64$ has an edge of 17.2 nm.

Six films gave a peak island density of $0.130\pm0.005\ \mathrm{nm^{-2}}$, a typical spacing of $1/\sqrt{0.130}\approx2.8$ nm. The first island wrapped at a coverage of $0.453\pm0.014$ ML, and a network appeared at $0.483\pm0.018$ ML. Six films do not settle the second digit: about 90 films give $0.467\pm0.002$ and $0.491\pm0.003$ ML. One atom before the first wrap, all six films already had an island touching every row or every column. The extent criterion, applied to rows as well as columns, would have reported each film too early; how much too early was not measured.

Coverage $\theta$ is not the deposited dose $\Theta$. A fraction $1-\theta$ of the arriving atoms lands on bare terrace, so, neglecting the few mobile atoms,
$$\frac{d\theta}{d\Theta}=1-\theta\quad\Rightarrow\quad\Theta=-\ln(1-\theta).$$
For $\theta=0.453$ this gives 0.603 ML; the simulated dose was $0.602\pm0.026$ ML.

Each of the following repeats changes one assumption and keeps the others fixed.

- **Edge sliding.** An atom that arrives with one bond moves at once to an adjacent empty site that touches the same atom and has at least two bonds, if there is one. It makes only this one move. The first wrap shifts to $0.576\pm0.011$ ML, later by $0.12\pm0.02$ ML; with six films of each kind, the size of this shift is known only roughly. The cause of the shift was not tested separately.
- **Free descent.** Atoms landing on islands walk to the edge and join the first layer. Dose and coverage then agree, and the first wrap needs $0.502\pm0.026$ ML of dose instead of 0.602. Six films of each kind are too few to resolve a change in the coverage at first wrap; with about 80 films of each kind it comes later by $0.035\pm0.005$ ML.
- **Barrier higher by 0.01 eV.** The island density rises to $0.202\pm0.005\ \mathrm{nm^{-2}}$, by a factor of 1.56. Mean-field nucleation gives a similar value: with mobile density $n\sim F/(hN)$ and $dN/dt\sim hn^2$, one finds $N^3\sim F\Theta/h$, hence a factor $e^{0.01/(3\times0.006894)}=1.62$ at equal dose. The first wrap, $0.477\pm0.009$ ML, is not resolved from the original one.
- **Smaller cell.** With $L=32$ the first wrap comes at $0.444\pm0.009$ ML, again unresolved. Larger samples show a drift of about 0.01 ML with size: for $L=32$, 64 and 128 the first wrap comes at 0.458, 0.467 and 0.470 ML and the network at 0.500, 0.491 and 0.486 ML, each within about 0.003 ML. These sizes do not establish the limit of an infinite film.

For a real Rh(111) surface, 80 K is far below room temperature; it was chosen so that hit-and-stick growth is conceivable. The network forms after about 66 s. A process with barrier $E$ happens about once per atom in that time if $E=k_BT\ln(10^{13}\times66.3)=0.235$ eV. Most singly bonded edge atoms have less time than this, because later arrivals bind them further. If they move with a barrier clearly below 0.235 eV, hit-and-stick growth is no longer a good assumption. The later first wrap found above with edge sliding shows that the threshold is sensitive to such moves, but it does not give the shift for atoms that move repeatedly. For stepping down from an island, 0.235 eV corresponds to an extra barrier of 0.075 eV above the terrace value. This is only a rough upper limit for descent to matter. An atom can step down only at the edge, and a second atom landing on the same island can bind it first: an island of 60 atoms receives a new one every $1/(60\times0.01)\approx1.7$ s on average. Descent therefore becomes common only at clearly smaller extra barriers. Islands on the wrong stacking sites would not fit the single lattice used here. For equilibrated dimers, keeping these below one percent requires a stacking energy of $\tfrac12k_BT\ln99\approx0.016$ eV per atom. Dimer motion and elastic interactions are also left out, so the coverages are results of this model, not predictions for a measured film.

## When atoms detach

Removing an atom can split an island or break its only winding loop. The forest does not record which other bonds could replace the lost ones, so in general it cannot tell whether the labels and $G$ still hold. One case is harmless. For $L\ge3$, if the occupied neighbours of the removed atom form one unbroken arc around it, every walk through the atom can be led along the arc instead, and the remaining atoms keep their connections and windings. Even then the vacated site keeps its old pointer. If further atoms leave and a new one lands on that site, the forest may assign it to an island it no longer touches. A simple remedy that covers all cases is to rebuild the forest from the current occupation before it is queried. This takes one pass over at most $3S$ bonds. After a rebuild, the incremental scheme is valid until the next detachment. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
L=5 row: u(i)=(4, 0) s=(1, 0) u(j)=(0, 0) w=(5, 0) steps
L=5 ring: u(i)=(-1, 1) s=(1, -1) u(j)=(0, 0) w=(0, 0) steps
3x3 cell, fillings of rank 0, 1, 2: 166 180 166
random fillings checked, L=1 to 8: 320
arbitrary bond graphs checked: 300
sites there with rank 2 but G not all of Z^2: 815
L=32: parent links per find 0.890, longest 4, bound 10
L=128: parent links per find 0.921, longest 5, bound 14
random filling L=64, 12 fillings:
  first wrap coverage 0.481 +- 0.005 ML
  network coverage 0.499 +- 0.005 ML
T=80 K, kT=6.894 meV, barrier=0.16 eV
prefactor=1e+13 1/s, flux=0.01 ML/s
cubic constant=0.38 nm, atom spacing=0.2687 nm
hop rate=832.6 1/s, hop rate/flux=8.326e+04
cell edge L=64: 17.20 nm
base, L=64, 6 films:
  first wrap 0.453 +- 0.014 ML, network 0.483 +- 0.018 ML
  dose at first wrap 0.602 +- 0.026 ML
  peak island density 0.1295 +- 0.0046 per nm^2
edge sliding, L=64, 6 films:
  first wrap 0.576 +- 0.011 ML, network 0.611 +- 0.011 ML
  dose at first wrap 0.861 +- 0.028 ML
  peak island density 0.1523 +- 0.0066 per nm^2
free descent, L=64, 6 films:
  first wrap 0.502 +- 0.026 ML, network 0.549 +- 0.019 ML
  dose at first wrap 0.502 +- 0.026 ML
  peak island density 0.1302 +- 0.0034 per nm^2
barrier +0.01 eV, L=64, 6 films:
  first wrap 0.477 +- 0.009 ML, network 0.497 +- 0.014 ML
  dose at first wrap 0.647 +- 0.020 ML
  peak island density 0.2017 +- 0.0052 per nm^2
small cell, L=32, 12 films:
  first wrap 0.444 +- 0.009 ML, network 0.498 +- 0.014 ML
  dose at first wrap 0.593 +- 0.015 ML
  peak island density 0.1419 +- 0.0071 per nm^2
base films with a row/column false alarm one atom before wrap: 6 of 6
mean of dose + ln(1 - coverage) at first wrap: -0.0022 ML
time to network: 66.3 s
barrier for one event per atom in that time: 0.235 eV
excess over terrace barrier: 0.075 eV
stacking energy for 1% faulted dimers: 0.0158 eV/atom
```
